# Periodic Sinc Functions as a Unitary Transform of Plane Waves

## Result

Hartree atomic units are used. A periodic cell has lattice vectors $\mathbf a_\alpha$, $\alpha=1,2,3$, volume $\Omega$, and reciprocal vectors $\mathbf b_\alpha$ with $\mathbf a_\alpha\cdot\mathbf b_\beta=2\pi\delta_{\alpha\beta}$. The cell may be oblique. For each positive integer $N$ define the set of $N$ consecutive integers

$$I_N=\begin{cases}\{-\tfrac{N-1}{2},\dots,\tfrac{N-1}{2}\}, & N\ \text{odd},\\[2pt] \{-\tfrac N2+1,\dots,\tfrac N2\}, & N\ \text{even}.\end{cases}$$

The parallelepiped plane-wave set consists of $e^{i\mathbf G\cdot\mathbf r}/\sqrt\Omega$ with $\mathbf G=\sum_\alpha n_\alpha\mathbf b_\alpha$ and $n_\alpha\in I_{N_\alpha}$. The uniform grid has the points $\mathbf r_{\mathbf j}=\sum_\alpha (j_\alpha/N_\alpha)\,\mathbf a_\alpha$, $j_\alpha=0,\dots,N_\alpha-1$. Let

$$C_N(u)=\frac1N\sum_{n\in I_N}e^{2\pi i n u}.$$

**Theorem.** (a) The functions

$$\chi_{\mathbf j}(\mathbf r)=\frac{1}{\sqrt\Omega}\prod_{\alpha=1}^{3}\sqrt{N_\alpha}\;C_{N_\alpha}\!\Big(\frac{\mathbf b_\alpha\cdot\mathbf r}{2\pi}-\frac{j_\alpha}{N_\alpha}\Big)$$

are a unitary transform of the plane-wave set, and each vanishes at every grid point of the cell except its own. In closed form,

$$C_N(u)=\frac{\sin \pi N u}{N\sin\pi u}\ (N\text{ odd}),\qquad C_N(u)=e^{i\pi u}\,\frac{\sin \pi N u}{N\sin\pi u}\ (N\text{ even}).$$

(b) In one dimension, with cell length $L$, the kinetic matrix is $T_{jk}=(2\pi^2/L^2)\,D_{jk}$, where, with $d=j-k$,

$$\begin{aligned}N\text{ odd:}\quad & D_{jj}=\frac{N^2-1}{12}, & D_{jk}&=\frac{(-1)^d\cos(\pi d/N)}{2\sin^2(\pi d/N)},\\ N\text{ even:}\quad & D_{jj}=\frac{N^2+2}{12}, & D_{jk}&=\frac{(-1)^d}{2\sin^2(\pi d/N)}.\end{aligned}$$

(c) In three dimensions

$$T=\frac12\sum_\alpha|\mathbf b_\alpha|^2D_\alpha+\sum_{\alpha<\beta}(\mathbf b_\alpha\cdot\mathbf b_\beta)\,P_\alpha P_\beta .$$

Here $D_\alpha$ and $P_\alpha$ act on the index $j_\alpha$ and as the unit matrix on the other indices, and

$$\begin{aligned}N\text{ odd:}\quad & P_{jj}=0, & P_{jk}&=-\frac{i(-1)^d}{2\sin(\pi d/N)},\\ N\text{ even:}\quad & P_{jj}=\tfrac12, & P_{jk}&=\frac{(-1)^d}{2}\Big[1-i\cot\frac{\pi d}{N}\Big].\end{aligned}$$

The $\chi_{\mathbf j}$ are periodic sinc functions. The ordinary sinc function appears when the cell grows at fixed grid spacing. The theorem concerns the function space and the kinetic energy; a potential that is diagonal on the grid is a further approximation, treated below.

## Two lemmas

**Lemma 1 (discrete orthogonality).** The $N\times N$ matrix $U_{nj}=e^{-2\pi i nj/N}/\sqrt N$, with $n\in I_N$ and $j=0,\dots,N-1$, is unitary.

*Proof.* We have

$$(U^\dagger U)_{jk}=\frac1N\sum_{n\in I_N}q^{\,n},\qquad q=e^{2\pi i(j-k)/N}.$$

For $j=k$ each term is 1 and the result is 1. For $j\ne k$, $|j-k|<N$ implies $q\neq1$, while $q^N=1$. If $n_0$ is the smallest element of $I_N$, the geometric sum is $q^{n_0}(q^N-1)/(q-1)=0$. Hence $U^\dagger U=1$. Since $U$ is square, $UU^\dagger=1$ as well. $\square$

**Lemma 2 (closed sum).** With $S(\theta)=\sin(N\theta/2)$ and $s(\theta)=\sin(\theta/2)$,

$$\sum_{n\in I_N}e^{in\theta}=\frac{S}{s}\ (N\text{ odd}),\qquad \sum_{n\in I_N}e^{in\theta}=e^{i\theta/2}\frac{S}{s}\ (N\text{ even}).$$

*Proof.* Take half of each exponent out of the numerator and denominator of the geometric sum:

$$e^{in_0\theta}\,\frac{e^{iN\theta}-1}{e^{i\theta}-1}=e^{i[n_0+(N-1)/2]\theta}\,\frac{\sin(N\theta/2)}{\sin(\theta/2)}.$$

For odd $N$, $n_0=-(N-1)/2$ and the phase is 1. For even $N$, $n_0=-N/2+1$ and the bracket equals $\tfrac12$. $\square$

Setting $\theta=2\pi u$ and dividing by $N$ gives the closed forms of $C_N$. At integer $u$ the ratio is understood as its limit, where $C_N=1$.

## Proof of (a)

Start in one dimension with $\varphi_n(x)=e^{2\pi inx/L}/\sqrt L$ and $x_j=jL/N$. Then

$$\sum_{n}U_{nj}\,\varphi_n(x)=\frac{1}{\sqrt{NL}}\sum_{n}e^{2\pi in(x-x_j)/L}=\sqrt{\frac NL}\;C_N\!\Big(\frac{x-x_j}{L}\Big)=\chi_j(x).$$

So $\chi_j$ is the transform of the plane waves by $U$. The plane waves are orthonormal, and therefore

$$\langle\chi_j|\chi_k\rangle=\sum_nU_{nj}^*U_{nk}=(U^\dagger U)_{jk}=\delta_{jk}.$$

The inverse transform is $\varphi_n=\sum_jU^*_{nj}\chi_j$, because $\sum_jU_{mj}U^*_{nj}=\delta_{mn}$. The two sets thus span the same space. At the grid points the sum of Lemma 1 appears again:

$$\chi_j(x_k)=\frac1{\sqrt{NL}}\sum_ne^{2\pi in(k-j)/N}=\sqrt{\frac NL}\,\delta_{jk}.$$

In three dimensions $\mathbf G\cdot\mathbf r=2\pi\sum_\alpha n_\alpha s_\alpha$ with $s_\alpha=\mathbf b_\alpha\cdot\mathbf r/2\pi$, so each plane wave is a product over the three directions, whatever the angles of the cell. The transform is $U=U_1\otimes U_2\otimes U_3$. A tensor product of unitary matrices is unitary, and the sums over $n_1,n_2,n_3$ factorize into the stated product. $\square$

**Remark 1 (why a parallelepiped).** The argument needs as many plane waves as grid points, but the count alone is not enough. On the grid a wave depends only on $n_\alpha \bmod N_\alpha$, so two retained waves in the same residue class give equal rows of $U$ and make it singular. $U$ is unitary exactly when each class occurs once. The parallelepiped meets this condition, and so do other sets. What it adds is the factorization over the three directions, on which the product form and the closed forms rest. If a spherical cutoff keeps fewer waves than there are points, one function per point cannot give a linearly independent set in their span.

**Remark 2 (real functions for even $N$).** The even-$N$ functions are complex because $I_N$ contains $M=N/2$ but not $-M$. Their real parts keep the values $\sqrt{N/L}\,\delta_{jk}$ on the grid, but they are not orthonormal. In the real part, the sines of $\pm n$ cancel for $|n|<M$, and the edge wave leaves a cosine. With $u_j=(x-x_j)/L$,

$$\operatorname{Re}\chi_j=\frac1{\sqrt{NL}}\Big[\sum_{|n|<M}e^{2\pi inu_j}+\cos2\pi Mu_j\Big].$$

The waves with $|n|<M$ contribute the full sum of Lemma 1 without its edge term, that is $\delta_{jk}-(-1)^d/N$. The cosines contribute

$$\frac1{NL}\int_0^L\cos(2\pi Mu_j)\cos(2\pi Mu_k)\,dx=\frac{1}{2N}\cos\frac{2\pi Md}{N}=\frac{(-1)^d}{2N}.$$

The overlap is therefore

$$S_{jk}=\delta_{jk}-\frac{(-1)^d}{2N}=\delta_{jk}-\frac12v_jv_k,\qquad v_j=\frac{(-1)^j}{\sqrt N}.$$

Since $v$ has unit length, one eigenvalue is $\tfrac12$ and the others are 1. The real functions are thus not a unitary transform of $N$ plane waves.

## Proof of (b)

The kinetic operator is diagonal in plane waves, with $-\tfrac12\varphi_n''=\tfrac12(2\pi n/L)^2\varphi_n$. Hence

$$T_{jk}=\sum_nU^*_{nj}\,\frac12\Big(\frac{2\pi n}{L}\Big)^2U_{nk}=\frac{2\pi^2}{L^2}D_{jk},\qquad D_{jk}=\frac1N\sum_{n\in I_N}n^2e^{in\theta_d},\quad \theta_d=\frac{2\pi d}N.$$

Part (c) also needs $P_{jk}=\frac1N\sum_n n\,e^{in\theta_d}$, the matrix of $-i(L/2\pi)\,d/dx$. Both are evaluated here.

**Diagonal elements.** For odd $N$ let $m=(N-1)/2$. The sum of $n$ is zero, and

$$\frac1N\sum_{n=-m}^{m}n^2=\frac1N\,\frac{m(m+1)(2m+1)}3=\frac{m(m+1)}3=\frac{N^2-1}{12},$$

because $2m+1=N$ and $m(m+1)=(N^2-1)/4$. For even $N=2M$ the sum of $n$ is $M$, so $P_{jj}=\tfrac12$. The squares give

$$\sum_{n=-M+1}^{M}n^2=\frac{(M-1)M(2M-1)}3+M^2=\frac{M(2M^2+1)}3.$$

Division by $2M$ yields $D_{jj}=(2M^2+1)/6=(N^2+2)/12$.

**Off-diagonal elements, odd $N$.** Let $f=S/s$ be the sum of Lemma 2. Each derivative of $e^{in\theta}$ brings down $in$, so $\sum n e^{in\theta}=-if'$ and $\sum n^2e^{in\theta}=-f''$. At $\theta_d$ with $d\neq0$,

$$S=\sin\pi d=0,\qquad S'=\frac N2(-1)^d,\qquad S''=-\frac{N^2}4S=0,\qquad s'=\frac12\cos\frac{\pi d}N.$$

All terms containing $S$ or $S''$ drop out of the derivatives of the quotient:

$$f'=\frac{S'}s=\frac{N(-1)^d}{2\sin(\pi d/N)},\qquad f''=-\frac{2S's'}{s^2}=-\frac N2\,\frac{(-1)^d\cos(\pi d/N)}{\sin^2(\pi d/N)}.$$

Then $P_{jk}=-if'/N$ and $D_{jk}=-f''/N$ are the stated odd forms.

**Off-diagonal elements, even $N$.** It is convenient to share the edge wave equally between $M$ and $-M$. Define

$$g(\theta)=\sum_{|n|<M}e^{in\theta}+\cos M\theta .$$

It differs from the sum of Lemma 2 by $\cos M\theta-e^{iM\theta}=-i\sin M\theta=-iS$. Since $e^{i\theta/2}/s=\cot(\theta/2)+i$,

$$g=S\Big(\cot\frac\theta2+i\Big)-iS=S\cot\frac\theta2 .$$

The second derivative gives $-g''=\sum_{|n|<M}n^2e^{in\theta}+M^2\cos M\theta$. At $\theta_d$ we have $M\theta_d=\pi d$, so $\cos M\theta_d=e^{iM\theta_d}=(-1)^d$, and $-g''$ is the required sum over $I_N$. With $S=S''=0$ and $(\cot\frac\theta2)'=-1/(2s^2)$,

$$g''=2S'\Big(\cot\frac\theta2\Big)'=-\frac N2\,\frac{(-1)^d}{\sin^2(\pi d/N)},\qquad D_{jk}=-\frac{g''}N=\frac{(-1)^d}{2\sin^2(\pi d/N)}.$$

For the first power, $-ig'=\sum_{|n|<M}n\,e^{in\theta}+iM\sin M\theta$. At $\theta_d$ the last term vanishes, so the edge wave has to be restored by adding $M(-1)^d$:

$$P_{jk}=\frac1N\big[-iS'\cot\tfrac{\theta_d}2+M(-1)^d\big]=\frac{(-1)^d}2\Big[1-i\cot\frac{\pi d}N\Big].\qquad\square$$

**Remark 3 (meaning).** $T$ is unitarily similar to the diagonal matrix of the energies $\tfrac12(2\pi n/L)^2$. Every retained plane wave therefore has its exact free-particle energy. The price for a basis localized on points is a matrix that couples all points, with a sign that alternates with the shortest distance, in grid steps, around the periodic ring.

**Remark 4 (infinite cell).** Let $L=Nh$ with fixed spacing $h$, and let $N\to\infty$ at fixed $d$. With $y=\pi d/N$,

$$\frac1{\sin^2y}=\frac1{y^2}+\frac13+O(y^2),\qquad \frac{\cos y}{\sin^2y}=\frac1{y^2}-\frac16+O(y^2).$$

The off-diagonal prefactor is $\pi^2/L^2$, and $\pi^2/(L^2y^2)=1/(h^2d^2)$. Hence

$$T_{jj}\to\frac{\pi^2}{6h^2},\qquad T_{jk}\to\frac{(-1)^d}{h^2d^2}.$$

The leading correction is $(-1)^d\,\pi^2/L^2$ times $-\tfrac16$ for odd $N$ and $+\tfrac13$ for even $N$. The diagonal follows the same rule, since $(2\pi^2/L^2)(-1/12)=-\pi^2/(6L^2)$ and $(2\pi^2/L^2)(2/12)=\pi^2/(3L^2)$. The functions themselves tend to $\sqrt h\,\sin[\pi(x-x_j)/h]/[\pi(x-x_j)]$, the ordinary normalized sinc. For $h=1$ bohr and $d=3$ the limit is $-0.111111$ hartree. The periodic values are $-0.111101$ hartree for $N=401$ and $-0.111132$ hartree for $N=400$, on opposite sides of it as the two corrections require.

## Proof of (c)

Expanding the square of $\mathbf G$ gives

$$\frac12|\mathbf G|^2=\frac12\sum_\alpha|\mathbf b_\alpha|^2n_\alpha^2+\sum_{\alpha<\beta}(\mathbf b_\alpha\cdot\mathbf b_\beta)\,n_\alpha n_\beta .$$

The factor $\tfrac12$ disappears from the second sum because each pair occurs twice in the square. Transforming with $U_1\otimes U_2\otimes U_3$ replaces $n_\alpha^2$ by $D_\alpha$ and $n_\alpha$ by $P_\alpha$, and leaves the unit matrix in directions that do not occur. $\square$

**Remark 5 (complex kinetic matrix).** If the $\mathbf b_\alpha$ are orthogonal, the cross terms vanish and $T$ is real. If all $N_\alpha$ are odd, each $P_\alpha$ is purely imaginary, the products $P_\alpha P_\beta$ are real, and $T$ is again real. In an oblique cell with an even $N_\alpha$, $P_\alpha$ has a real part and $T$ can be complex. To see why, write $T_{\mathbf j\mathbf k}$ as the average over the retained waves of $\tfrac12|\mathbf G|^2\exp(i\sum_\alpha n_\alpha\theta_{d_\alpha})$. Complex conjugation replaces each $n_\alpha$ by $-n_\alpha$, and in this phase factor $n_\alpha$ matters only modulo $N_\alpha$. The phase factors of different waves are linearly independent by Lemma 1, so $T$ is real exactly when $|\mathbf G|^2$ is unchanged under $n_\alpha\to-n_\alpha \bmod N_\alpha$. For even $N_\alpha$ the edge index $M=N_\alpha/2$ is mapped onto itself, while an interior $n_\beta$ changes sign, so the cross term $(\mathbf b_\alpha\cdot\mathbf b_\beta)\,M n_\beta$ changes sign. In an orthogonal cell this term is absent, and $T$ stays real even though the plane-wave set is not closed under $\mathbf G\to-\mathbf G$.

**Remark 6 (Bloch vector).** The theorem is stated for periodic functions. For Bloch vector $\mathbf k$, multiply every basis function by $e^{i\mathbf k\cdot\mathbf r}$. Unitarity is unaffected, and $\tfrac12|\mathbf k+\mathbf G|^2$ adds $\tfrac12|\mathbf k|^2+\sum_\alpha(\mathbf k\cdot\mathbf b_\alpha)P_\alpha$ to $T$.

## The potential on the grid

**Proposition.** Let $V(x)=\sum_qV_qe^{2\pi iqx/L}$ with an absolutely convergent series. The diagonal grid matrix $V(x_j)\delta_{jk}$ is, in the plane-wave basis, the matrix with elements $\sum_pV_{n-m+pN}$, where $p$ runs over all integers. Exact integration gives $V_{n-m}$ instead.

*Proof.* Transforming back and inserting the series,

$$\sum_jU_{nj}V(x_j)U^*_{mj}=\sum_qV_q\,\frac1N\sum_{j=0}^{N-1}e^{2\pi i(q-n+m)j/N}.$$

The inner average is 1 if $q-n+m$ is a multiple of $N$ and 0 otherwise. $\square$

For $V=-V_0\cos(2\pi x/L)$ with $V_0>0$, the nonzero coefficients are $V_{\pm1}=-V_0/2$. Since $|n-m|\le N-1$, for $N>2$ the aliased terms fill just the two corners $n-m=\pm(N-1)$, each with $-V_0/2$.

This fixes the order of two approximate ground energies. Let $E_{\rm pw}$ belong to exact plane-wave integrals and $E_{\rm grid}$ to the grid matrix. The first is an upper bound to the exact energy by the variational principle. Its matrix has negative couplings between neighbouring $n$, so replacing the ground vector $c$ by its absolute values cannot raise the energy; we may take $c_n\ge0$. If some $c_n$ were zero, row $n$ of the eigenvalue equation would force its neighbours to zero, and so on through the whole vector. Thus all $c_n>0$. Using $c$ as a trial vector for the grid matrix gives

$$E_{\rm grid}\le E_{\rm pw}-V_0\,c_{\rm first}\,c_{\rm last}<E_{\rm pw}.$$

The grid energy has no variational protection and may lie below the exact value.

## Worked example

The parameters are round model values: $L=10$ bohr and $V_0=1$ hartree.

**Kinetic matrix.** For $N=6$ the closed form gives $D_{jj}=38/12$, and $-2$, $\tfrac23$, $-\tfrac12$ for $d=1,2,3$. Multiplication by $2\pi^2/100$ hartree gives

$$T:\quad 0.625075,\ -0.394784,\ 0.131595,\ -0.098696\ \text{hartree}.$$

A constant function has no kinetic energy, so each row must sum to zero. Distances 1 and 2 occur twice in the ring of six points and distance 3 once: $0.625075-2(0.394784)+2(0.131595)-0.098696=0$ to within rounding. For $N=5$ the elements are $0.394784$, $-0.231111$ and $0.033719$ hartree.

**Energies.** With $z=\pi x/L$ the Schrödinger equation becomes

$$\frac{d^2\psi}{dz^2}+(a+2q\cos2z)\psi=0,\qquad a=\frac{2L^2E}{\pi^2},\quad q=\frac{L^2V_0}{\pi^2}=10.132 .$$

The shift $z\to z+\pi/2$ turns this into the standard Mathieu equation. Its lowest characteristic value for solutions of period $\pi$ gives $E=-0.698742$ hartree. Errors relative to this reference, in hartree, are:

| $N$ | grid matrix | exact integrals |
|---|---|---|
| 5 | $-3.25\times10^{-2}$ | $+5.87\times10^{-3}$ |
| 6 | $-6.33\times10^{-3}$ | $+2.98\times10^{-3}$ |
| 7 | $-1.40\times10^{-3}$ | $+1.66\times10^{-4}$ |
| 8 | $-1.71\times10^{-4}$ | $+8.38\times10^{-5}$ |

The grid energies lie below the plane-wave energies, as proved. That they also lie below the reference, and with the larger error, is an observation for these four sets. At $N=16$ and 17 both errors are below $10^{-13}$ hartree in magnitude.

**Oblique cell.** Take $\mathbf a_1=(4,0,0)$, $\mathbf a_2=(1,5,0)$, $\mathbf a_3=(0.5,1,6)$ bohr and $3\times4\times5$ points. The diagonal element has no cross term, because $P_{jj}=0$ for $N=3$ and 5, and every pair of directions contains one of these:

$$T_{\mathbf j\mathbf j}=\tfrac12\big[2.572266\cdot\tfrac{8}{12}+1.623002\cdot\tfrac{18}{12}+1.096623\cdot\tfrac{24}{12}\big]=3.1713\ \text{hartree}.$$

The largest imaginary part comes from $\mathbf b_1\cdot\mathbf b_2=-0.378335$ bohr$^{-2}$. It is the product of the imaginary $P_1$, of magnitude $1/(2\sin60^\circ)=1/\sqrt3$, and the real part $\tfrac12$ of $P_2$: $0.378335/(2\sqrt3)=0.1092$ hartree. With $3\times5\times3$ points the imaginary part vanishes, in agreement with Remark 5.

The numerical check checks the closed forms against integrals and finite differences of the basis functions themselves.

## Computed values

```
cell length L = 10.0 bohr, potential depth V0 = 1.0 hartree
N=5: T for d=0..2 (hartree): 0.394784  -0.231111  0.033719
N=5: closed form minus integral, max = 4.3e-14 hartree
N=6: T for d=0..3 (hartree): 0.625075  -0.394784  0.131595  -0.098696
N=6: closed form minus integral, max = 2.3e-13 hartree
N=6: real parts, lowest overlap eigenvalue = 0.500000
N=8: real parts, lowest overlap eigenvalue = 0.500000
N=401, h=1 bohr, d=3: T periodic = -0.11110088, sinc = -0.11111111 hartree
N=401: scaled correction at d=3 = -0.16670
N=400, h=1 bohr, d=3: T periodic = -0.11113168, sinc = -0.11111111 hartree
N=400: scaled correction at d=3 = 0.33337
Mathieu parameter q = 10.132118
Mathieu ground energy = -0.698742012 hartree
Mathieu first excited energy = -0.124406394 hartree
ground-energy errors: grid matrix, exact plane-wave integrals (hartree)
N= 5: E grid = -0.731259264, errors -3.25e-02, +5.87e-03
N= 6: E grid = -0.705075967, errors -6.33e-03, +2.98e-03
N= 7: E grid = -0.700139253, errors -1.40e-03, +1.66e-04
N= 8: E grid = -0.698913352, errors -1.71e-04, +8.38e-05
N=16: E grid = -0.698742012, errors -5.95e-14, +3.41e-14
N=17: E grid = -0.698742012, errors -3.00e-15, -2.22e-16
a_1 = [4. 0. 0.] bohr
a_2 = [1. 5. 0.] bohr
a_3 = [0.5 1.  6. ] bohr
b_i.b_i (bohr^-2): 2.572266  1.623002  1.096623
b1.b2, b1.b3, b2.b3 (bohr^-2): -0.378335  -0.082247  -0.219325
3x4x5: 60 functions, T diagonal = 3.171296 hartree
3x4x5: largest cross term = 0.154455 hartree
3x4x5: largest imaginary part = 0.109216 hartree
3x4x5: finite-difference deviation = 4.5e-11 hartree
3x5x3: 45 functions, T diagonal = 2.845964 hartree
3x5x3: largest cross term = 0.185809 hartree
3x5x3: largest imaginary part = 0.000000 hartree
3x5x3: finite-difference deviation = 4.9e-11 hartree
```
